\section*{The heat-capacity peak of molecules with two equally degenerate levels}

\section*{Question}

Each molecule of a dilute ideal gas has two electronic levels, with energies $0$ and $D>0$. Each level is $g$-fold degenerate. All other electronic levels lie too high to be populated. The gap $D$ depends on neither temperature nor volume, the levels are in thermal equilibrium, and, until part (h), translation, rotation and vibration are the same in both levels. Write $x=D/(kT)$, and let $C$ be the electronic part of the molar heat capacity.

\begin{enumerate}
\item[(a)] Find the fraction $p$ of molecules in the upper level and the molar electronic energy $U$. What is the role of $g$?
\item[(b)] Derive $C/R$ as a function of $x$. Does it matter whether the gas is heated at constant volume or at constant pressure?
\item[(c)] Find the leading behaviour of $C$ for cold and for hot gas, and explain why $C$ must have a maximum.
\item[(d)] Find the equation that fixes the maximum, and show that there is just one.
\item[(e)] Find $kT/D$ and $C/R$ at the maximum, and prove that your values are correct to three decimals.
\item[(f)] Evaluate $\int_0^\infty (C/T)\,dT$ and interpret the result.
\item[(g)] For $D=30$ meV and $g=2$, find the temperature and height of the peak and the upper population there. Describe the curve on either side.
\item[(h)] Let the upper level have $r$ times the statistical weight of the lower. How do the position and height of the peak change? Apply the result to $r=2$, and to linear molecules with equal electronic degeneracies but rotational constants of $0.20$ meV in the lower level and $0.21$ meV in the upper. Is a vibration of quantum $200$ meV important at the peak of part (g)?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Populations and energy}

There are $g$ states with Boltzmann factor $1$ and $g$ states with Boltzmann factor $e^{-x}$. The electronic partition function is therefore
\begin{equation}
q=g\left(1+e^{-x}\right).
\end{equation}
The upper fraction is the share of $q$ that comes from the upper level:
\begin{equation}
p=\frac{g e^{-x}}{g(1+e^{-x})}=\frac{1}{e^{x}+1}.
\end{equation}
A molecule in the upper level carries energy $D$ and one in the lower level carries none, so
\begin{equation}
U=N_A D\,p=\frac{N_A D}{e^{x}+1}.
\end{equation}
The common degeneracy cancels from $p$ and $U$, and hence from $C$. It survives in the entropy, as an additive constant $R\ln g$.

\subsection*{(b) Heat capacity}

Differentiate $U$ by the chain rule. From $x=D/(kT)$,
\begin{equation}
\frac{dx}{dT}=-\frac{D}{kT^2}=-\frac{x}{T}.
\end{equation}
From the population,
\begin{equation}
\frac{dp}{dx}=-\frac{e^x}{(e^x+1)^2}
=-\frac{1}{e^x+1}\,\frac{e^x}{e^x+1}=-p(1-p).
\end{equation}
The two minus signs cancel:
\begin{equation}
C=N_A D\,\frac{dp}{dx}\frac{dx}{dT}
=N_A D\,\frac{x}{T}\,p(1-p).
\end{equation}
Since $D/T=kx$ and $N_A k=R$,
\begin{equation}
\frac{C}{R}=x^2p(1-p).
\label{eq:cp}
\end{equation}
To obtain a symmetric form, divide the numerator and denominator of $p(1-p)$ by $e^x$:
\begin{equation}
p(1-p)=\frac{e^x}{(e^x+1)^2}
=\frac{1}{(e^{x/2}+e^{-x/2})^2}
=\frac{1}{4\cosh^2(x/2)} .
\end{equation}
Thus
\begin{equation}
\boxed{\frac{C}{R}=\frac{x^2}{4\cosh^2(x/2)}} .
\label{eq:c}
\end{equation}

The electronic factor $q$ does not depend on volume, so it adds nothing to the pressure, and $pV$ per mole stays $RT$ (here $p$ is the pressure). The electronic contributions to energy and enthalpy are then equal and depend on temperature alone. The same $C$ is added at constant volume and at constant pressure.

\subsection*{(c) Cold and hot gas}

For cold gas $x\gg1$, and $2\cosh(x/2)\simeq e^{x/2}$. Equation (\ref{eq:c}) becomes
\begin{equation}
\frac{C}{R}\simeq x^2e^{-x}.
\end{equation}
This tends to zero because the exponential outweighs the square. Few molecules are excited, and a small rise in temperature excites few more.

For hot gas $x\ll1$, and $\cosh(x/2)\to1$, so
\begin{equation}
\frac{C}{R}\simeq\frac{x^2}{4}=\frac14\left(\frac{D}{kT}\right)^2 .
\end{equation}
This also tends to zero, for a different reason. Expanding the population gives $p\simeq\frac12-\frac{x}{4}$: it approaches one half, and the energy approaches the finite value $N_AD/2$. Further heating hardly changes it.

Between these limits $C$ is positive and continuous. A positive continuous function that vanishes at both ends has a maximum in between.

\subsection*{(d) The condition for the maximum}

It is convenient to differentiate the logarithm of (\ref{eq:c}):
\begin{equation}
\ln\frac{C}{R}=2\ln x-\ln4-2\ln\cosh\frac{x}{2}.
\end{equation}
The derivative of $\ln\cosh(x/2)$ is $\frac12\tanh(x/2)$. Hence
\begin{equation}
\frac{d\ln C}{d\ln x}=x\left(\frac{2}{x}-\tanh\frac{x}{2}\right)
=2-x\tanh\frac{x}{2}.
\end{equation}
At fixed $D$, $\ln x=\text{constant}-\ln T$, so the slope against temperature has the opposite sign:
\begin{equation}
\frac{d\ln C}{d\ln T}=h(x)-2,\qquad h(x)=x\tanh\frac{x}{2}.
\label{eq:slope}
\end{equation}
A stationary point requires
\begin{equation}
\boxed{x\tanh\frac{x}{2}=2}.
\label{eq:root}
\end{equation}

For $x>0$,
\begin{equation}
h'(x)=\tanh\frac{x}{2}+\frac{x}{2\cosh^2(x/2)}>0 .
\end{equation}
Thus $h$ rises strictly. It starts from $0$ at $x=0$ and grows without bound, because $\tanh(x/2)\to1$. It equals $2$ at one positive value $x_*$ and nowhere else. On the cold side, $x>x_*$ and (\ref{eq:slope}) is positive; on the hot side it is negative. The heat capacity therefore rises up to $T_*=D/(kx_*)$ and falls beyond it.

\subsection*{(e) Position and height}

For large $x$ the condition would give $x\simeq2$. Since $\tanh(x/2)<1$, the true root is somewhat larger. Try $x=2.4$:
\begin{equation}
h(2.4)=2.4\times0.8336546=2.000771,\qquad h'(2.4)=1.199679 .
\end{equation}
One Newton step gives
\begin{equation}
x_*\simeq2.4-\frac{2.000771-2}{1.199679}=2.399357 .
\end{equation}

The height follows without evaluating a hyperbolic cosine. At the root $\tanh(x_*/2)=2/x_*$, so the identity $1/\cosh^2 y=1-\tanh^2y$ gives
\begin{equation}
\frac{C_{\max}}{R}=\frac{x_*^2}{4}\left(1-\frac{4}{x_*^2}\right)
=\frac{x_*^2}{4}-1 .
\label{eq:height}
\end{equation}

To prove the decimals, evaluate $h$ on both sides of the estimate:
\begin{equation}
h(2.3993)=1.999931<2<2.000051=h(2.3994).
\end{equation}
Because $h$ is increasing, $2.3993<x_*<2.3994$. The position $kT_*/D=1/x_*$ and the height (\ref{eq:height}) are monotonic in $x_*$, so
\begin{align}
0.41677&<\frac{kT_*}{D}<0.41679,\\
0.43916&<\frac{C_{\max}}{R}<0.43929 .
\end{align}
Every number in the first interval rounds to $0.417$, and every number in the second to $0.439$. Therefore
\begin{equation}
\boxed{kT_*\simeq0.417\,D,\qquad C_{\max}\simeq0.439\,R}.
\end{equation}

As an independent check, the Boltzmann average of the energy was differentiated numerically with respect to temperature and the maximum of the resulting curve was sought directly. This gave $kT_*/D=0.41678$ and $C_{\max}/R=0.43923$, in agreement with the root condition.

\subsection*{(f) Area and entropy}

At fixed $D$, $dT/T=-dx/x$. The limits $T=0$ and $T=\infty$ correspond to $x=\infty$ and $x=0$; reversing them absorbs the minus sign. With (\ref{eq:cp}),
\begin{equation}
\int_0^\infty\frac{C}{T}\,dT
=R\int_0^\infty x\,p(1-p)\,dx .
\end{equation}
Since $p(1-p)=-dp/dx$, integration by parts gives
\begin{align}
\int_0^\infty x\,p(1-p)\,dx
&=\big[-xp\big]_0^\infty+\int_0^\infty p\,dx\\
&=0+\int_0^\infty\frac{e^{-x}}{1+e^{-x}}\,dx\\
&=\big[-\ln(1+e^{-x})\big]_0^\infty=\ln2 .
\end{align}
The boundary term vanishes at $x=0$ because of the factor $x$, and at infinity because $p$ decays exponentially. The area is $R\ln2$.

This is the electronic entropy gained on heating. Cold molecules are spread over $g$ states and very hot ones over $2g$ equally likely states, so the gain is $R\ln(2g)-R\ln g=R\ln2$. Changing $D$ moves the peak in temperature, but leaves both its height and this area unchanged.

\subsection*{(g) A gap of 30 meV}

The gap corresponds to $D/k=348.14$ K. The peak is at
\begin{equation}
T_*=0.41678\times348.14\ \text{K}=145.1\ \text{K},
\end{equation}
and its height is
\begin{equation}
C_{\max}=0.43923\times8.3145\ \text{J/(mol K)}=3.652\ \text{J/(mol K)} .
\end{equation}
For the population, use $p=\frac12[1-\tanh(x/2)]$, which follows from $p=e^{-x/2}/(e^{x/2}+e^{-x/2})$. At the peak the hyperbolic tangent is $2/x_*$, so
\begin{equation}
p_*=\frac12-\frac1{x_*}=0.5-0.4168=0.083 .
\end{equation}
The heat capacity is largest when about one molecule in twelve is excited, well before the levels are equally filled.

At other temperatures the curve has these values:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $x$ & $p$ & $C/R$\\
50 & 6.963 & 0.001 & 0.046\\
100 & 3.481 & 0.030 & 0.351\\
200 & 1.741 & 0.149 & 0.385\\
300 & 1.160 & 0.239 & 0.245\\
600 & 0.580 & 0.359 & 0.077
\end{tabular}
\end{center}
For example, at 300 K equation (\ref{eq:cp}) gives $1.1605^2\times0.2386\times0.7614=0.245$. The peak is lopsided. At 600 K, about four times the peak temperature, $C$ is still larger than at 50 K, about one third of it. This reflects the limits of part (c): an exponential rise on the cold side and a fall as $1/T^2$ on the hot side.

\subsection*{(h) Unequal weights, rotation and vibration}

\paragraph{General weight ratio.} The upper level now contributes $re^{-x}$ relative to the lower, so
\begin{equation}
p=\frac{re^{-x}}{1+re^{-x}}=\frac{1}{e^{x-\ln r}+1}.
\end{equation}
For constant $r$, the steps of part (b) again give $C/R=x^2p(1-p)$. The argument of the hyperbolic function is shifted:
\begin{equation}
\frac{C}{R}=\frac{x^2}{4\cosh^2[(x-\ln r)/2]} .
\end{equation}
Logarithmic differentiation, as in part (d), gives
\begin{equation}
x\tanh\frac{x-\ln r}{2}=2,\qquad
\frac{C_{\max}}{R}=\frac{x^2}{4}-1 .
\end{equation}
The height has its former form because the squared hyperbolic tangent is again $4/x^2$; the root $x$ is different. Only $x>0$ is physical, and a root also needs $x>\ln r$. Above the larger of $0$ and $\ln r$, the left side of the condition starts from zero, increases with $x$ and grows without bound. There is thus one root. At fixed $x$ the left side decreases as $r$ grows, so the root must move to larger $x$. A heavier upper level makes the peak higher and moves it to lower $kT/D$.

For $r=2$, a direct search with degeneracies 2 and 4 gives $kT_*/D=0.3767$ and $C_{\max}/R=0.762$. The height formula agrees: $1/(4\times0.3767^2)-1=0.762$. Equal degeneracy is thus essential to the values in part (e).

\paragraph{Different rotational constants.} Take rigid linear rotors with energies $BJ(J+1)$, weights $2J+1$ and $J=0,1,2,\ldots$ in both levels. When $kT\gg B$, the rotational partition function is
\begin{equation}
\int_0^\infty(2J+1)e^{-BJ(J+1)/kT}\,dJ=\frac{kT}{B},
\end{equation}
as the substitution $u=J(J+1)$ shows. Let $B_0$ and $B_1$ belong to the lower and upper levels. Apart from the common factor $g$, the combined partition function is
\begin{equation}
\frac{kT}{B_0}+\frac{kT}{B_1}e^{-x}
=\frac{kT}{B_0}\left(1+re^{-x}\right),\qquad r=\frac{B_0}{B_1}.
\end{equation}
The factor $kT/B_0$ contributes the constant $R$ to the heat capacity. The bracket is that of a two-level system with weight ratio $r=0.20/0.21=0.9524$.

The effect on the height can be estimated by hand. At fixed $x$, $dp/d\ln r=p(1-p)$, and therefore
\begin{equation}
\frac{\partial\ln C}{\partial\ln r}
=\frac{1}{p(1-p)}\,(1-2p)\,p(1-p)=1-2p .
\end{equation}
At a maximum, the accompanying shift of $x$ changes the height only at second order. With $p_*=0.083$ and $\ln0.9524=-0.049$, the relative change is about $0.83\times(-0.049)=-0.041$.

A full sum over rotational states gives a height of $0.4217R$ after $R$ is subtracted for rotation. This is $4.0\%$ below the height for equal rotational constants. The peak moves from 145.1 K to 146.0 K. The effective two-level formula gives the same height to four decimals and a temperature within $0.02$ K of the full sum. The classical treatment is good here because $kT_*=12.5$ meV is about sixty times the rotational constants.

\paragraph{Vibration.} A harmonic vibration of quantum 200 meV, the same in both levels, multiplies the partition function by a separate factor and adds its own heat capacity. At 145.1 K this is $2.9\times10^{-5}R$, negligible beside $0.439R$.

\paragraph{Relation to a real gas.} The parameters are round model values and describe no particular molecule. The total heat capacity of a gas also contains translation and rotation. For these linear molecules at constant volume they add $\frac32R+R$, so the electronic peak is a bump of $0.42R$ on a background of $2.5R$. Association into dimers would add another equilibrium, with its own heat of reaction. By the law of mass action, the ratio of dimers to single molecules is proportional to the density of single molecules, so it vanishes in the dilute limit at fixed temperature. At finite density, association and condensation must be examined separately; their effect is not estimated here. The numerical output below lists the values used in these answers.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gap D = 30.0 meV
degeneracy of each level g = 2
gap as temperature D/k = 348.14 K
gas constant R = 8.3145 J/(mol K)
tanh(x/2) at x = 2.4: 0.833655
h(x) = x tanh(x/2) at x = 2.4: 2.000771
h'(x) at x = 2.4: 1.199679
Newton result from 2.4: x = 2.399357
h(2.3993) = 1.999931
h(2.3994) = 2.000051
1/x at 2.3994: 0.416771
1/x at 2.3993: 0.416788
x^2/4 - 1 at 2.3993: 0.439160
x^2/4 - 1 at 2.3994: 0.439280
root x* = 2.399357
peak position kT*/D = 0.41678
peak height C/R = 0.43923
direct search: kT*/D = 0.41678
direct search: C/R = 0.43923
peak temperature = 145.10 K
peak height = 3.652 J/(mol K)
upper population at peak = 0.0832
T = 50 K: x = 6.9627, upper population = 0.0009, C/R = 0.0458
T = 100 K: x = 3.4814, upper population = 0.0298, C/R = 0.3509
T = 200 K: x = 1.7407, upper population = 0.1492, C/R = 0.3847
T = 300 K: x = 1.1605, upper population = 0.2386, C/R = 0.2446
T = 600 K: x = 0.5802, upper population = 0.3589, C/R = 0.0775
cold limit, C/(R x^2 e^-x) at x = 20.0: 1.000000
hot limit, C/(R x^2/4) at x = 0.05: 0.999375
area under C/T, in units of R = 0.69315
ln 2 = 0.69315
degeneracies 2 and 4: kT/D at peak = 0.3767
degeneracies 2 and 4: peak C/R = 0.7618
rotational constant, lower level = 0.20 meV
rotational constant, upper level = 0.21 meV
effective degeneracy ratio = 0.9524
with rotation: peak temperature = 145.97 K
with rotation: peak C/R less 1 = 0.4217
effective two-level: peak temperature = 145.99 K
effective two-level: peak C/R = 0.4217
height change by rotation = -4.00 %
vibrational quantum = 200 meV
vibrational C/R at electronic peak = 2.89e-05
\end{verbatim}
